# Recursive Removal of Mg K-alpha 3,4 Satellites and Weak-Peak Area Recovery

## The decision that depends on the subtraction

An X-ray photoelectron spectrum of zinc, taken with an unfiltered magnesium anode, shows a bump near 130 eV binding energy. Phosphorus 2p lies there. So do the copies of the zinc 3s peak produced by two weaker lines of the same anode. One must decide whether to report phosphorus, and how much. In the model spectrum treated below, a fit that ignores the weaker lines finds 16,286 counts of phosphorus on zinc that contains none. A real trace of 12,000 counts would be smaller than this false signal.

The copies can be removed by a short recursion. The recursion itself is accurate and stable; the recovered area is much more sensitive to the source data supplied to it.

## The record equation

Let \(K\) be the kinetic energy referred to the Fermi level, so that a level of binding energy \(B\) excited by a photon of energy \(h\nu\) gives \(K=h\nu-B\). The main line, K-alpha 1,2, has photon energy \(h\nu_0\). The satellites K-alpha 3 and K-alpha 4 have energies \(h\nu_0+d_3\) and \(h\nu_0+d_4\), with \(0<d_3<d_4\), and intensities \(r_3\) and \(r_4\) relative to the main line.

The binding-energy axis is drawn as if every photon came from the main line:
\[
B_{\rm app}=h\nu_0-K .
\]
For a satellite electron \(K=h\nu_0+d-B\), hence \(B_{\rm app}=B-d\). The copy appears at lower binding energy, which is higher kinetic energy.

Let \(S(K)\) be the spectrum that the main line alone would give, including its background of electrons that have lost energy. Assume that

1. the three lines have the same shape;
2. \(r_3\) and \(r_4\) are constant over the window;
3. cross-sections and energy-loss probabilities do not change over a displacement of about 10 eV.

Each satellite then contributes the whole of \(S\), moved up by \(d_k\) and scaled by \(r_k\). What is found at \(K\) was at \(K-d_k\) in the original, so the record is
\[
M(K)=S(K)+r_3S(K-d_3)+r_4S(K-d_4).
\]

Number the channels \(i=0,1,2,\dots\) in order of increasing \(K\), and choose the channel width so that the displacements are whole numbers of channels, \(n_3\) and \(n_4\). Solving for the first term on the right gives
\[
S_i=M_i-r_3S_{i-n_3}-r_4S_{i-n_4}. \tag{1}
\]
Both corrections come from lower channels, which have already been cleaned. The sweep therefore runs from low to high kinetic energy:

```
seed = (mean of first 20 channels of M) / (1 + r3 + r4)
for i = 0, 1, 2, ... :
    a = S[i-n3] if i >= n3, otherwise seed
    b = S[i-n4] if i >= n4, otherwise seed
    S[i] = M[i] - r3*a - r4*b
```

The seed stands for the unknown spectrum below the window. If that spectrum is flat, the record equation reads \(M=(1+r_3+r_4)S\), which gives the stated value.

The direction matters. A sweep from the top would have to solve for the last term, \(S_{i-n_4}=(M_i-S_i-r_3S_{i-n_3})/r_4\). An error in \(S_i\) would be divided by \(r_4\), that is, multiplied by 25 for \(r_4=0.04\), and an error in \(S_{i-n_3}\) would be multiplied by \(r_3/r_4\), which is 2 for \(r_3=0.08\). Passed on repeatedly, such errors soon swamp the spectrum.

## Stability and the edge of the window

Write \(T_k\) for displacement upward by \(n_k\) channels, and \(R=r_3+r_4\). Ignoring the edge for the moment, the record is \(M=(1+r_3T_3+r_4T_4)S\). Since \(R<1\), the inverse is a geometric series, and the binomial theorem expands each power because displacements commute:
\[
S=\sum_{p\ge0}(-1)^p(r_3T_3+r_4T_4)^pM
=\sum_{n,m\ge0}(-1)^{n+m}\binom{n+m}{n}r_3^{\,n}r_4^{\,m}\,T_3^{\,n}T_4^{\,m}M .
\]
One extra count in a channel thus produces corrections at displacements \(n\,n_3+m\,n_4\), with sign \((-1)^{n+m}\). The sum of their absolute values is at most
\[
\sum_{p\ge0}R^p=\frac1{1-R}.
\]
For \(r_3=0.08\) and \(r_4=0.04\) this is 1.136. No disturbance of the record can grow by more than that factor in any channel.

Now let the seed be wrong by \(e\). By (1) the errors obey \(e_i=-r_3e_{i-n_3}-r_4e_{i-n_4}\), with \(e\) inserted for channels before the window. The claim is
\[
|e_i|\le R^{m+1}|e|\quad\text{for } i\ge m\,n_4 .
\]
For \(m=0\), every term on the right of the error equation is either the seed error or an earlier error, which is already no larger than \(|e|\), so \(|e_i|\le R|e|\). For \(m\ge1\), the channels \(i-n_3\) and \(i-n_4\) are both at or above \((m-1)n_4\), where the bound is \(R^m|e|\). Multiplying by \(r_3+r_4\) gives \(R^{m+1}|e|\), which completes the induction.

With \(n_4=101\) and a seed error of 1000 counts, the largest errors from channels 0, 101, 202 and 303 onward are 120, 14.4, 1.73 and 0.21 counts. The practical rule is to start the record on a flat stretch of the spectrum, at least one displacement \(d_4\), and preferably two, below the lowest kinetic energy used in the fit. Counting the distance from the weak peak alone is not enough: in the example below, a start one displacement below the phosphorus peak would fall on the zinc peak, where the seed is badly wrong.

## Two ways to create false structure

**Subtracting once.** Suppose the displaced raw record is subtracted instead of the displaced clean one. With \(A=r_3T_3+r_4T_4\), the result is
\[
(1-A)M=(1-A)(1+A)S=S-A^2S .
\]
A peak of area \(a\) leaves negative ghosts of total area \(-R^2a\), because
\[
A^2=r_3^2T_3^2+2r_3r_4T_3T_4+r_4^2T_4^2 .
\]
They lie at \(2d_3\), \(d_3+d_4\) and \(2d_4\) from the parent. For a zinc peak of 400,000 counts the ghosts hold \(-0.0144\times400{,}000=-5760\) counts. In the example below they lie between 119.8 and 123.2 eV, outside the fit range, and change the phosphorus area by only about 0.5%; a weak peak at those energies would be directly affected. The recursion removes them.

**Including Auger lines.** The kinetic energy of an Auger electron does not depend on the photon energy, so an Auger line has no displaced copies. The sweep subtracts them all the same. To first order it digs dips of total area \(-R\), here \(-12\%\) of the line, at \(d_3\) and \(d_4\) above it. Auger lines must be kept out of the swept range or subtracted beforehand.

A constant background \(N\) that has no copies, such as detector noise, does less harm. The sweep turns it into \(N/(1+R)\), which is still constant and is absorbed by the constant in the fit.

## From spectrum to area

The cleaned spectrum is fitted by least squares with four columns \(X_{ia}\): a Zn 3s profile of unit area, a P 2p doublet of unit area, a constant, and a step at the zinc peak for electrons that have lost energy. Setting the derivative of \(\sum_i(S_i-\sum_aX_{ia}c_a)^2\) with respect to each \(c_a\) to zero gives
\[
X^{\mathsf T}(S-Xc)=0,\qquad c=(X^{\mathsf T}X)^{-1}X^{\mathsf T}S .
\]
The phosphorus area is one component of \(c\), a fixed weighted sum \(A_P=\sum_i\ell_iS_i\). This linearity supports the whole error analysis.

Define \(q_k=\sum_i\ell_i(T_kS)_i\), the phosphorus area that the fit assigns to the clean spectrum displaced by \(d_k\). Applying the weights to the record equation gives the area obtained without any removal:
\[
A_P^{\rm raw}=A_P+r_3q_3+r_4q_4. \tag{2}
\]

### Error from wrong ratios

Let the sweep use \(r_k+\delta r_k\), and call its result \(S'\). With \(L=1+r_3T_3+r_4T_4\) and \(L'=L+\sum_k\delta r_kT_k\), both spectra reproduce the same record, \(L'S'=LS\). Subtracting \(L'S\) from both sides,
\[
L'(S'-S)=(L-L')S=-\sum_k\delta r_kT_kS .
\]
The inverse of \(L'\) is 1 plus terms of order \(R\). To leading order in \(R\), therefore,
\[
\delta A_P\approx-\delta r_3\,q_3-\delta r_4\,q_4. \tag{3}
\]
Where the \(q_k\) are positive, as in the example below, ratios that are too high remove genuine phosphorus. The \(q_k\) are set mainly by the strong peak, so the relative error \(\delta A_P/A_P\) grows as the inverse of the weak peak's area.

### Error from counting

The sweep is linear in the record, seed included: \(S_i=\sum_jG_{ij}M_j\). Hence \(A_P=\sum_jw_jM_j\) with \(w_j=\sum_i\ell_iG_{ij}\). Counts in different channels are independent, and each has a variance equal to its mean, so
\[
\sigma_P^2=\sum_jw_j^2M_j . \tag{4}
\]
The variance must be carried back to the raw record because a cleaned channel fluctuates more than its own mean count suggests: it keeps the noise of the satellite electrons whose mean was subtracted. In the example below, using the cleaned counts as variances would give 323 counts instead of 377. Equation (4) also includes the correlations between cleaned channels, but they matter little there.

## Worked example: a trace of phosphorus on zinc

The source data are rough typical values: main line 1253.6 eV, displacements 8.4 and 10.1 eV, ratios 0.08 and 0.04. With 0.1 eV channels, \(n_3=84\) and \(n_4=101\). Zn 3s is placed at 140.0 eV, and P 2p at 130.0 eV with a second component 0.9 eV higher. The zinc copies fall at 131.6 and 129.9 eV. The areas are round inputs, 400,000 counts for zinc and 12,000 for phosphorus. The copies of Zn 3s hold \(0.12\times400{,}000=48{,}000\) counts, four times the phosphorus. The record runs from 165 to 115 eV, and the fit from 145 to 125 eV.

At 130.0 eV the record holds 3737.1 counts. The clean values needed are those at 138.4 and 140.1 eV, 5949.0 and 13,293.7 counts:
\[
S=3737.1-0.08\times5949.0-0.04\times13{,}293.7=3737.1-475.9-531.7=2729.5 .
\]
This agrees with the spectrum from which the record was built.

| Fitted quantity | Without removal | After removal | True |
|---|---|---|---|
| P area (counts) | 28,284 | 12,000 | 12,000 |
| Zn area (counts) | 394,714 | 400,000 | 400,000 |
| P/Zn area ratio | 0.0717 | 0.0300 | 0.0300 |

Without removal the area ratio is too high by a factor of 2.4. Conversion to an atomic ratio multiplies it by a ratio of sensitivity factors, which leaves this factor unchanged. Equation (2) accounts for the excess. With \(q_3=99{,}052\) and \(q_4=209{,}002\) counts,
\[
0.08\times99{,}052+0.04\times209{,}002=7924+8360=16{,}284 .
\]
The K-alpha 4 copy is half as strong as the other but does slightly more damage, because it lies almost on top of the phosphorus peak.

The recovery is this good because the record is noise-free, the source data are exact, and the fit uses the true peak shapes. What remains is the edge error: the tail of the zinc peak beyond 165 eV is not flat. It reaches 1.2 counts per channel in the window and 0.014 in the fit range.

**Noise.** Equation (4) gives \(\sigma_P=377\) counts, or 3.1% of the phosphorus area. The scatter of 4000 simulated Poisson records is 375 counts, and their mean area is 11,993. A source without satellites and with the same main-line intensity would give 323 counts. The sweep removes the mean of the satellite signal but not its fluctuations.

**Ratios.** If both ratios are 0.005 too high, equation (3) predicts
\[
\delta A_P=-0.005\times(99{,}052+209{,}002)=-1540\ \text{counts}.
\]
The sweep gives \(-1545\), a loss of 13% of the phosphorus. A common error of 0.0039 costs 10%. A common error of \(377/308{,}054=0.0012\) already equals one standard deviation of the noise, and longer counting of the sample does not reduce it. For a phosphorus peak ten times larger, with the zinc unchanged, the same 0.005 would cost only about 1.3%.

## The tuning trap

It is tempting to adjust the ratios until the region around 130 eV looks flat. To see the effect, the record containing phosphorus was fitted with zinc, its two copies, a constant and a step, but no phosphorus peak. The fit returned ratios of 0.0881 and 0.0807. The second is twice the true value, because the fit enlarges the K-alpha 4 copy to imitate the missing phosphorus peak. Equation (3) estimates the loss:
\[
-0.0081\times99{,}052-0.0407\times209{,}002\approx-9300\ \text{counts}.
\]
The sweep with these ratios leaves 2670 counts, 22% of the true area. Tuning has hidden most of a real peak, so a region made flatter in this way is no evidence that phosphorus is absent. The ratios should come from a fit to phosphorus-free zinc, measured with the same source and analyser settings and counted for longer than the sample. With equal counts, the noise of this reference alone would contribute about 300 counts to the uncertainty of the phosphorus area. That fit should also include the satellite copies of the loss step, with their heights tied to the two ratios (left as free parameters, they raise this contribution to about 1300 counts); leaving them out, as the fit above does, shifts the ratios by a few thousandths even when no phosphorus is present.

## How far a real measurement departs from the model

The following changes of the phosphorus area, relative to its true value, were computed one at a time with everything else held fixed.

| Departure from the model | Change of P area |
|---|---|
| Lorentzian width of the satellite lines 0.5 eV larger than that of the main line | −17% |
| Both ratios 0.005 too high | −13% |
| Both displacements 0.1 eV too large | −6% |
| Ratios calibrated on Zn 2p | +4% |
| Plasmon loss peak at 10 eV energy loss, 20% of Zn 3s, not fitted | −1.2% |
| K-alpha 5,6 lines, 0.005 each | −0.2% |

The largest entry breaks the first assumption. When the true copies are broader than the main-line peaks, the sweep subtracts profiles that are too tall and too narrow. The area is right but the shape is not: a hollow remains at the centre of each copy, with raised flanks. The hollow at 129.9 eV lies under the phosphorus peak. The extra 0.5 eV is a trial value, and the loss depends on the line shape as well: widening the Gaussian part of the satellite profiles from 1.0 to 1.5 eV instead costs about 5%. The width and shape for a given source have to be found from a reference spectrum.

The plasmon entry depends on the fit range, reaching about −5% for a fit from 150 to 122 eV, and on the loss energy: at 8 eV instead of 10 eV it would be −2.9%.

The Zn 2p entry concerns the analyser. If its transmission varies as \(1/K\), a satellite electron is detected with relative efficiency \(K/(K+d)\). At Zn 2p, near 1022 eV binding energy, \(K\) is about 232 eV and this factor is 0.965 for \(d_3\); at Zn 3s, where \(K\) is about 1114 eV, it is 0.993. Ratios taken from Zn 2p are then too low for use at Zn 3s, 0.0778 and 0.0387, and some satellite signal is left behind as phosphorus. The +4% is the effect of the transmission alone. In a real sample the escape depth grows with \(K\) and offsets part of it: a net dependence of the signal as \(K^{-0.5}\) would give about +2%, and as \(K^{-0.3}\) about +1%. Calibrating on Zn 3s itself avoids this.

The model also leaves out a line of the magnesium anode that matters here. K-alpha prime lies roughly 4.5 eV above the main line and has about 1% of its intensity. Its copy of Zn 3s falls near 135.5 eV, inside the fit range, and holds about 4000 counts, a third of the phosphorus area. It does not overlap the phosphorus peak but distorts the zinc flank; left in the model record, it lowers the fitted phosphorus area by about 6%. In real work it should be added to the record equation and to the sweep as a third satellite.

The level positions are near those of the real elements, with P 2p near 130 eV appropriate to elemental phosphorus or a phosphide. In a phosphate the peak lies a few eV higher, so it meets the copies differently and \(q_3\) and \(q_4\) must be recomputed. The zinc LMM Auger lines, at roughly 990 eV kinetic energy, lie below this window, which begins at 1089 eV; a survey scan swept from lower energy would include them. Real peak shapes are also less well known than those used in the fit. In this example, an error of 0.1 eV in the Lorentzian width of the fitted zinc profile changes the phosphorus area by about 7% in the unweighted fit used here, and by about 4% in a fit weighted by the inverse counts, even with exact source data.

For this 3% trace, then, the counting error of 3% should not be quoted as the uncertainty of the phosphorus area. Errors in the satellite ratios, widths and displacements can each exceed it, and so can an error in the assumed zinc peak shape. A common error in the two ratios would have to be no more than about 0.001 for its contribution to fall below the counting error. Most of the values quoted are in the numerical output that follows.

## Calculated quantities

```
main photon energy 1253.6 eV; channel width 0.1 eV
displacements (8.4, 10.1) eV = (84, 101) channels; ratios (0.08, 0.04)
window 165 to 115 eV; fit 145 to 125 eV binding
Zn 3s 140.0 eV, P 2p3/2 130.0 eV, P 2p splitting 0.9 eV
FWHM: Gaussian 1.0, Lorentz Zn 2.0, P 0.4 eV
satellites of Zn 3s at 131.6 and 129.9 eV
true areas: Zn 400000, P 12000 counts
flat background 2000, loss step 400 counts/channel
total satellite area of Zn 3s: 48000 counts
one channel, 130.0 eV: measured 3737.1 counts
  clean at 138.4 eV 5949.0, times 0.08: 475.9 counts
  clean at 140.1 eV 13293.7, times 0.04: 531.7 counts
  clean result 2729.5, true 2729.5 counts
largest channel error: window 1.19, fit range 0.014 counts
P area: raw fit 28284, after removal 12000.0 counts
Zn area: raw fit 394714, after removal 400000.0 counts
area ratio P/Zn: raw 0.0717, clean 0.0300
P-free zinc, fitted P: raw 16286, clean -0.0 counts
sum of absolute responses 1.1364; bound 1.1364
seed error 1000 counts, largest spill from channel 0, 101, 202, 303:
  120.000, 14.400, 1.728, 0.207 counts
single subtraction: ghost -0.0144 of line area, for Zn 3s -5760 counts
Auger line: false first-order dips -0.1200 of its area
q3 99052, q4 209002 counts per unit ratio error
ratio error 0.005 in both: P change -1545, first-order law -1540 counts
common ratio error that shifts P by 10 %: 0.00390
noise of P area: formula 376.7, 4000 simulated records 375.3 counts
mean P area of simulated records 11992.9 counts
noise without satellites in the source 322.8 counts
noise relative to P area 3.14 %
ratios tuned on the sample: 0.0881, 0.0807
P area left after tuned removal 2670 counts (22.2 % of true)
Zn 2p calibration would give ratios 0.0778, 0.0387
change of P area from neglected or wrong inputs, % of true area:
  both ratios 0.005 too high: -12.87 %
  both displacements 0.1 eV too large: -6.18 %
  satellite lines 0.5 eV broader: -17.28 %
  ratios calibrated on Zn 2p: +4.15 %
  K-alpha 5,6 (17.5, 20 eV; 0.005 each): -0.20 %
  plasmon loss, 20 % of Zn 3s, not fitted: -1.15 %
largest of these: satellite lines 0.5 eV broader
```
